**Normal strain of a coherent Ge film on Si(001)**

For a cubic (001) film with a free surface, linear elasticity gives e_perp = −2(C12/C11) e_par. Here e_par and e_perp are the in-plane and normal strains relative to the relaxed film, and C11 and C12 are its elastic constants. With e_par = −0.04 and C12/C11 = 0.376, the output shows e_perp = +0.03008. The program asserts that this formula agrees with a zero-traction solution of the full stiffness tensor and with a numerical energy minimum. It also asserts the formulas for the residual stress, the relaxation energy, Poisson's ratio and a (111) film. A relaxed Keating lattice reproduces the linear slope at small strain and gives +0.02906 at 4 percent compression, in agreement with the Green-strain law. The logarithmic-strain law gives +0.03117, so the choice of strain measure shifts the linear result by about 0.001. The value C44/C11 = 0.5 used for the (111) film is an illustrative input, not a value for germanium.

## Numerical check

```python
"""Normal strain of a coherent cubic (001) film with a free surface.

Result under test: e_perp = -2*(C12/C11)*e_par in linear elasticity.
e_par  : in-plane strain relative to the relaxed film (negative = compressed)
e_perp : strain along the film normal
C11, C12, C44 : cubic elastic constants, in units of C11
rho    : 2*C12/C11
Independent roads: zero-traction solution with the full stiffness tensor,
numerical energy minimization, and relaxation of an atomistic diamond lattice
with Keating bond and angle forces.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.optimize import brentq, least_squares, minimize_scalar

e_par = -0.04
C11, C12 = 1.0, 0.376
C44 = 0.5                      # illustrative; used only for the (111) film
rho = 2 * C12 / C11
e_perp = -rho * e_par

# Full cubic stiffness tensor in the cube axes
I3 = np.eye(3)
stiffness = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
             + C44 * (np.einsum('ik,jl->ijkl', I3, I3)
                      + np.einsum('il,jk->ijkl', I3, I3)))
for m in range(3):
    stiffness[m, m, m, m] += C11 - C12 - 2 * C44


def stress(strain):
    return np.einsum('ijkl,kl->ij', stiffness, strain)


def relaxed_film(normal, in_plane):
    """Solve stress.normal = 0 with normal strain and tilt both free."""
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    fixed = in_plane * (I3 - np.outer(n, n))
    columns = []
    for axis in I3:
        trial = 0.5 * (np.outer(axis, n) + np.outer(n, axis))
        columns.append(stress(trial) @ n)
    b = np.linalg.solve(np.array(columns).T, -stress(fixed) @ n)
    strain = fixed + 0.5 * (np.outer(b, n) + np.outer(n, b))
    tilt = np.linalg.norm(b - (b @ n) * n)
    return b @ n, tilt, strain


perp_001, tilt_001, strain_001 = relaxed_film((0, 0, 1), e_par)
assert abs(perp_001 - e_perp) < 1e-12
assert tilt_001 < 1e-12

bulk3 = C11 + 2 * C12
formula_111 = -2 * (bulk3 - 2 * C44) / (bulk3 + 4 * C44) * e_par
perp_111, tilt_111, _ = relaxed_film((1, 1, 1), e_par)
assert abs(perp_111 - formula_111) < 1e-12
assert tilt_111 < 1e-12


# Energy minimum, residual stress and energy gain, from the tensor energy
def energy_density(normal_strain):
    strain = np.diag([e_par, e_par, normal_strain])
    return 0.5 * np.sum(strain * stress(strain))


best = minimize_scalar(energy_density, bracket=(-0.1, 0.1), tol=1e-10)
sigma_par = (C11 + C12 - 2 * C12**2 / C11) * e_par
energy_min = sigma_par * e_par
energy_gain = 2 * C12**2 / C11 * e_par**2
assert abs(best.x - e_perp) < 1e-7
assert abs(stress(strain_001)[0, 0] - sigma_par) < 1e-12
assert abs(best.fun - energy_min) < 1e-12
assert abs(energy_density(0.0) - best.fun - energy_gain) < 1e-12

# Poisson's ratio from a separate uniaxial-stress solution
normal_block = np.array([[stiffness[i, i, j, j] for j in range(3)]
                         for i in range(3)])
uniaxial = np.linalg.solve(normal_block, [1.0, 0.0, 0.0])
nu = -uniaxial[1] / uniaxial[0]
assert abs(nu - C12 / (C11 + C12)) < 1e-12
assert abs(2 * nu / (1 - nu) - rho) < 1e-12

# Atomistic diamond lattice; bond vectors in units of a quarter cube edge
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
pairs = list(itertools.combinations(range(4), 2))


def keating_terms(deformation, offset, beta):
    """Terms whose squares sum to the cell energy (bond constant = 1)."""
    r = bonds @ deformation.T + offset
    stretch = [v @ v - 3 for v in r]
    bend = [np.sqrt(2 * beta) * (r[i] @ r[j] + 1) for i, j in pairs]
    return np.array(stretch + bend)


def lattice_ratio(beta, h=1e-3):
    """C12/C11 of the lattice from finite differences of its energy."""
    def energy(ex, ey):
        terms = keating_terms(np.diag([1 + ex, 1 + ey, 1]), 0.0, beta)
        return terms @ terms
    c11 = (energy(h, 0) - 2 * energy(0, 0) + energy(-h, 0)) / h**2
    c12 = (energy(h, h) - energy(h, -h)
           - energy(-h, h) + energy(-h, -h)) / (4 * h**2)
    return c12 / c11


beta_fit = brentq(lambda b: lattice_ratio(b) - C12 / C11, 0.05, 0.9)


def relax_lattice(in_plane):
    """Free variables: normal strain, two tilts, sublattice offset."""
    def terms(x):
        deformation = np.diag([1 + in_plane, 1 + in_plane, 1 + x[0]])
        deformation[0, 2], deformation[1, 2] = x[1], x[2]
        return keating_terms(deformation, x[3:], beta_fit)
    start = [0.0, 0.01, -0.02, 0.02, 0.01, -0.01]
    fit = least_squares(terms, start, jac='3-point',
                        ftol=1e-15, xtol=1e-15, gtol=1e-15)
    assert fit.success
    return fit.x


h = 1e-3
slope = (relax_lattice(h)[0] - relax_lattice(-h)[0]) / (2 * h)
assert abs(slope + rho) < 1e-5          # remaining error is of order h**2
atomistic = relax_lattice(e_par)
green = np.sqrt(1 - rho * ((1 + e_par)**2 - 1)) - 1
assert abs(atomistic[0] - green) < 1e-6
assert np.max(np.abs(atomistic[1:])) < 1e-6


# Energy quadratic in logarithmic strain, minimized numerically
def log_energy(normal_strain):
    p, z = np.log(1 + e_par), np.log(1 + normal_strain)
    return 0.5 * C11 * (2 * p**2 + z**2) + C12 * (p**2 + 2 * p * z)


log_law = (1 + e_par)**(-rho) - 1
log_best = minimize_scalar(log_energy, bounds=(-0.1, 0.2), method='bounded',
                           options={'xatol': 1e-10})
assert abs(log_best.x - log_law) < 1e-6

# Second-order terms of the two finite-strain laws, by symbolic expansion
e, q = sp.symbols('e q')
green_symbolic = sp.sqrt(1 - q * ((1 + e)**2 - 1)) - 1
log_symbolic = (1 + e)**(-q) - 1
for law, sign in ((green_symbolic, -1), (log_symbolic, 1)):
    first = sp.diff(law, e).subs(e, 0)
    second = sp.diff(law, e, 2).subs(e, 0) / 2
    assert sp.simplify(first + q) == 0
    assert sp.simplify(second - sign * q * (1 + q) / 2) == 0
second_order = rho * (1 + rho) / 2 * e_par**2
assert abs((log_law - green) / 2 - second_order) < 2e-5  # higher orders

axis_ratio = (1 + e_perp) / (1 + e_par)
volume_change = (1 + e_par)**2 * (1 + e_perp) - 1
constant_volume = (1 + e_par)**-2 - 1

print("All values are dimensionless; stress and energy density are over C11")
print(f"in-plane strain (input)                   {e_par:+.5f}")
print(f"C12/C11 (input)                           {C12 / C11:.5f}")
print(f"rho = 2 C12/C11                           {rho:.5f}")
print(f"normal strain, linear formula             {e_perp:+.5f}")
print(f"normal strain, tensor zero traction       {perp_001:+.5f}")
print(f"normal strain, energy minimum             {best.x:+.5f}")
print(f"normal / in-plane lattice parameter       {axis_ratio:.5f}")
print(f"relative volume change                    {volume_change:+.5f}")
print(f"in-plane stress / C11                     {sigma_par:+.5f}")
print(f"energy density at e_perp=0 / C11          {energy_density(0.0):.7f}")
print(f"relaxed energy density / C11              {energy_min:.7f}")
print(f"energy density gained / C11               {energy_gain:.7f}")
print(f"Poisson ratio, cube axis                  {nu:.5f}")
print(f"mistake: factor 2 left out                {-rho * e_par / 2:+.5f}")
print(f"mistake: -2 nu e_par                      {-2 * nu * e_par:+.5f}")
print(f"mistake: constant volume                  {constant_volume:+.5f}")
print(f"C44/C11 for (111) illustration (input)    {C44 / C11:.5f}")
print(f"normal strain, (111) illustration         {perp_111:+.5f}")
print(f"Keating angle/bond force ratio            {beta_fit:.5f}")
print(f"Keating small-strain slope                {slope:+.5f}")
print(f"normal strain, relaxed Keating lattice    {atomistic[0]:+.5f}")
print(f"normal strain, Green-strain law           {green:+.5f}")
print(f"normal strain, logarithmic-strain law     {log_law:+.5f}")
print(f"size of second-order term                 {second_order:.5f}")
print("checks complete")
```

It prints:

```
All values are dimensionless; stress and energy density are over C11
in-plane strain (input)                   -0.04000
C12/C11 (input)                           0.37600
rho = 2 C12/C11                           0.75200
normal strain, linear formula             +0.03008
normal strain, tensor zero traction       +0.03008
normal strain, energy minimum             +0.03008
normal / in-plane lattice parameter       1.07300
relative volume change                    -0.05068
in-plane stress / C11                     -0.04373
energy density at e_perp=0 / C11          0.0022016
relaxed energy density / C11              0.0017492
energy density gained / C11               0.0004524
Poisson ratio, cube axis                  0.27326
mistake: factor 2 left out                +0.01504
mistake: -2 nu e_par                      +0.02186
mistake: constant volume                  +0.08507
C44/C11 for (111) illustration (input)    0.50000
normal strain, (111) illustration         +0.01603
Keating angle/bond force ratio            0.29323
Keating small-strain slope                -0.75200
normal strain, relaxed Keating lattice    +0.02906
normal strain, Green-strain law           +0.02906
normal strain, logarithmic-strain law     +0.03117
size of second-order term                 0.00105
checks complete
```
